# Slowest Metal Decay Mode in a Denuded Zone beside Uniform Sinks, part 1

(Sections cited here and not found follow in the second part.)

## First half: the mode and its decay rate

A silicon wafer prepared for internal gettering has a surface layer free of precipitates, the denuded zone, above a region where precipitates capture dissolved metal. Metal near the surface must diffuse through the zone before it can be captured. The problem is to find how fast the last of it leaves at a fixed temperature.

Let $x$ be the depth below the surface and $C(x,t)$ the dissolved metal concentration. The zone occupies $0<x<d$ and the sink region $x>d$. The diffusivity $D$ and the solubility $C_{\rm eq}$ are constant and the same in both regions. The surface $x=0$ reflects metal. The sinks are fixed spheres of radius $r$ and number density $N$, dilute and far from full, and metal at their surfaces is held at $C_{\rm eq}$. There is no electric drift. The sink region is first taken as semi-infinite.

### (a) Equations of motion

**Find the capture rate of the sinks, the equation obeyed by the excess concentration in each region, and the conditions at $x=0$ and $x=d$.**

**Solution.** Consider one sphere, with distance $\rho$ from its centre, in a surrounding concentration $C$. If diffusion around the sphere is fast compared with the change of $C$, the local profile $c(\rho)$ is quasi-steady:

$$\frac{1}{\rho^2}\frac{d}{d\rho}\left(\rho^2\frac{dc}{d\rho}\right)=0 .$$

One integration makes $\rho^2\,dc/d\rho$ constant, and a second gives a constant plus a term in $1/\rho$. The conditions $c(r)=C_{\rm eq}$ and $c\to C$ far away fix

$$c(\rho)=C-(C-C_{\rm eq})\frac{r}{\rho}.$$

The number of atoms entering the sphere per unit time is its area times the inward flux:

$$4\pi r^2D\left.\frac{dc}{d\rho}\right|_{r}=4\pi r^2D\,\frac{C-C_{\rm eq}}{r}=4\pi Dr\,(C-C_{\rm eq}).$$

Multiplication by the number of spheres per unit volume gives a loss rate $k(C-C_{\rm eq})$, with

$$k=4\pi DrN .$$

This treats the spheres as independent, which requires $r\ll N^{-1/3}$. Treating them as a uniform medium also requires their spacing to be small compared with the length over which $C$ varies.

Define the excess $u=C-C_{\rm eq}$. Since $C_{\rm eq}$ is constant in space and time, its derivatives vanish and

$$u_t=Du_{xx}\quad(0<x<d),\qquad u_t=Du_{xx}-ku\quad(x>d).$$

Subscripts denote derivatives. The metal flux is $-Du_x$, so a reflecting surface means $u_x(0,t)=0$.

At $x=d$ the concentration is continuous, because a jump would make the gradient and the flux infinite there. Integrating the equation of motion from $d-\epsilon$ to $d+\epsilon$ gives

$$\frac{d}{dt}\int_{d-\epsilon}^{d+\epsilon}u\,dx=D\left[u_x(d+\epsilon)-u_x(d-\epsilon)\right]-k\int_d^{d+\epsilon}u\,dx .$$

Both integrals vanish as $\epsilon\to0$, so $u_x$ is also continuous. The sink density jumps at the edge, but there is no sheet of sinks that could absorb a finite flux.

The decay is towards $u=0$, that is, towards $C=C_{\rm eq}$. Sinks of this kind cannot clean the zone below the solubility at the temperature of the anneal.

### (b) Which decay rates are possible

**Look for modes $u=f(x)e^{-\lambda t}$ with square-integrable $f$. Show that $\lambda$ is real and positive, and find the range in which such an isolated mode can occur.**

**Solution.** Let $\chi(x)$ be 0 in the zone and 1 in the sink region. Since $u_t=-\lambda u$, the mode obeys

$$-Df''+k\chi f=\lambda f .$$

Multiply by the complex conjugate $f^*$ and integrate over all $x>0$. Integration by parts gives

$$-D\int_0^\infty f^*f''\,dx=-D\left[f^*f'\right]_0^\infty+D\int_0^\infty|f'|^2dx .$$

The boundary term vanishes at the surface because $f'(0)=0$, and at infinity because $f$ decays. No term arises at $d$, since $f$ and $f'$ are continuous there. Therefore

$$\lambda\int_0^\infty|f|^2dx=D\int_0^\infty|f'|^2dx+k\int_d^\infty|f|^2dx .$$

The right side is real and not negative, so $\lambda$ is real and $\lambda\ge0$. If $\lambda$ were zero, $f$ would have to be constant everywhere and zero in the sink region, hence zero throughout. Thus $\lambda>0$, and $f$ may be taken real.

In the sink region the equation reads

$$f''=\frac{k-\lambda}{D}f .$$

For $\lambda>k$ its solutions are sines and cosines, which do not decay with depth. For $\lambda=k$ they are straight lines, which do not decay either. In both cases a square-integrable $f$ would have to vanish throughout the sink region. Then $f(d)=f'(d)=0$, and the second-order equation in the zone would give $f=0$ there too. An isolated mode therefore requires

$$0<\lambda<k .$$

The oscillating solutions with $\lambda\ge k$ form a continuum, which describes metal spread deep into the sink region. Far from the zone a uniform excess decays at the rate $k$. If a mode exists below $k$, it outlives that bulk metal.

### (c) The transcendental equation

**Derive the equation that determines $\lambda$, and reduce it to a form containing one dimensionless parameter.**

**Solution.** Since $0<\lambda<k$, two real positive wave numbers can be defined:

$$q^2=\frac{\lambda}{D},\qquad \kappa^2=\frac{k-\lambda}{D}.$$

In the zone $f''=-q^2f$. The condition $f'(0)=0$ excludes the sine, and the free overall factor is fixed by $f(0)=1$. In the sink region $f''=\kappa^2f$, and the growing exponential is excluded. With continuity of $f$ at $d$,

$$f=\cos qx\quad(x<d),\qquad f=\cos(qd)\,e^{-\kappa(x-d)}\quad(x>d).$$

Continuity of the slope requires

$$-q\sin qd=-\kappa\cos qd .$$

Here $\cos qd$ cannot be zero, for then the right side would vanish while the left side would not. Division by $-\cos qd$ gives

$$q\tan qd=\kappa .$$

In terms of the rate this is

$$\tan\left(d\sqrt{\frac{\lambda}{D}}\right)=\sqrt{\frac{k}{\lambda}-1},$$

because $\kappa/q=\sqrt{(k-\lambda)/\lambda}$. The slowest mode is the root of smallest $\lambda$.

The dimensionless form uses

$$\theta=qd,\qquad L=\sqrt{\frac{D}{k}},\qquad \Lambda=\frac{d}{L}.$$

The capture length $L$ is the distance over which a steady excess decays into the sinks. Adding the definitions of $q^2$ and $\kappa^2$ gives $q^2+\kappa^2=k/D=1/L^2$, so $\kappa d=\sqrt{\Lambda^2-\theta^2}$ and

$$\theta\tan\theta=\sqrt{\Lambda^2-\theta^2}.$$

Squaring and collecting the terms in $\theta^2$ gives

$$\theta^2(1+\tan^2\theta)=\Lambda^2,\qquad\text{or}\qquad \frac{\theta^2}{\cos^2\theta}=\Lambda^2 .$$

Thus $|\cos\theta|=\theta/\Lambda$. Squaring has lost the sign of the tangent, so roots with $\tan\theta<0$ must be discarded. For $0<\theta<\pi/2$ both the cosine and the tangent are positive, and the condition becomes

$$\boxed{\;\cos\theta=\frac{\theta}{\Lambda},\qquad \lambda=\frac{D\theta^2}{d^2},\qquad 0<\theta<\frac{\pi}{2}\;}$$

For diffusion-limited spheres $1/L^2=k/D=4\pi rN$, so

$$\Lambda^2=4\pi rNd^2 .$$

The diffusivity has dropped out. At fixed sink geometry, temperature changes the time scale through $D$ but leaves the mode shape unchanged.

The root also has a meaning as a share of metal. From $\theta=\Lambda\cos\theta$,

$$\lambda=\frac{D\Lambda^2\cos^2\theta}{d^2}=k\cos^2\theta .$$

Integrating the mode equation over all depths removes the diffusion term, because the flux is zero at both ends, and leaves

$$k\int_d^\infty f\,dx=\lambda\int_0^\infty f\,dx .$$

Hence $\cos^2\theta=\lambda/k$ is the fraction of the mode's excess metal that lies among the sinks. The mode decays more slowly than the bulk because the remaining fraction, $\sin^2\theta$, is in the zone and out of reach.

### (d) Existence, uniqueness and higher modes

**Show that the boxed equation has one root for every $\Lambda>0$ and that it gives the slowest mode. How many isolated modes are there?**

**Solution.** Let $F(\theta)=\Lambda\cos\theta-\theta$. Then

$$F(0)=\Lambda>0,\qquad F(\pi/2)=-\pi/2<0,\qquad F'(\theta)=-\Lambda\sin\theta-1<0 .$$

A continuous function that changes sign and falls throughout has one zero. At this zero $\theta=\Lambda\cos\theta<\Lambda$, so $\lambda<k$ as required. Since also $\theta<\pi/2$, the rate has two upper bounds:

$$\lambda<k,\qquad \lambda<\frac{\pi^2D}{4d^2}.$$

The second bound is the slowest rate of a zone whose inner edge is a perfect absorber, for which $f(d)=0$ and $\theta=\pi/2$. Metal in the real zone must first diffuse and then be captured, so it is slower than either process alone.

Other isolated modes need $\tan\theta>0$ and hence lie in the intervals $n\pi<\theta<n\pi+\pi/2$, with $n=1,2,\dots$. In each interval $|\cos\theta|$ falls from 1 to 0 while $\theta/\Lambda$ rises from $n\pi/\Lambda$. The curves cross once if $n\pi<\Lambda$ and not otherwise. The number of isolated modes is therefore one plus the number of positive integers $n$ with $n\pi<\Lambda$. Their values of $\theta$ exceed $\pi$, so they decay faster than the root below $\pi/2$. The slowest mode has no node, since $\cos qx>0$ throughout the zone.

These results were tested by diagonalizing the diffusion operator on a grid, without use of the matching condition. For $\Lambda=0.5$, 1.5, 4 and 10, the slowest grid rate differed from the root by at most $6.0\times10^{-5}$ of the latter. At $\Lambda=10$ the grid gave four isolated modes, as the rule requires: $n=0,1,2,3$.

### (e) Strong and weak sinks

**Find $\lambda$ for $\Lambda\gg1$, with the leading error of a simple closed formula, and for $\Lambda\ll1$.**

**Solution.** For strong sinks put $\theta=\pi/2-\varepsilon$ with small $\varepsilon$. Since $\cos\theta=\sin\varepsilon$, the equation becomes

$$\sin\varepsilon=\frac{\pi/2-\varepsilon}{\Lambda}.$$

Using $\sin\varepsilon\approx\varepsilon-\varepsilon^3/6$ and collecting the linear terms,

$$\varepsilon\left(1+\frac1\Lambda\right)\approx\frac{\pi}{2\Lambda}+\frac{\varepsilon^3}{6}.$$

Without the cubic term $\varepsilon=\pi/[2(\Lambda+1)]$, and therefore

$$\theta\approx\frac{\pi}{2}\,\frac{\Lambda}{\Lambda+1},\qquad \lambda\approx\frac{\pi^2D}{4(d+L)^2}.$$

The second form follows from $\Lambda/[d(\Lambda+1)]=1/(d+L)$. The sinks act like a perfect absorber placed a distance $L$ beyond the edge. The reason is that $\lambda\ll k$ makes $\kappa\approx1/L$, so the tangent to the profile at the edge reaches zero after a distance $L$.

In the cubic term the leading value $\varepsilon\approx\pi/(2\Lambda)$ suffices. It lowers $\theta$ by $\varepsilon^3/6=\pi^3/(48\Lambda^3)$. Relative to $\pi/2$ this is $\pi^2/(24\Lambda^3)$, and squaring doubles it. The true rate is thus lower than the formula by the fraction $\pi^2/(12\Lambda^3)$, to leading order.

For weak sinks $\theta$ is small, and $\theta=\Lambda\cos\theta$ gives $\theta^2=\Lambda^2+O(\Lambda^4)$. Then

$$\lambda=k\cos^2\theta=k\left[1-\Lambda^2+O(\Lambda^4)\right].$$

The decay constant of the tail satisfies $\kappa d=\theta\tan\theta\approx\Lambda^2$, so the tail length is $1/\kappa\approx d/\Lambda^2=L^2/d$, much longer than $L$. Most of the metal in the mode then lies among the sinks, and the zone delays its capture only slightly. An isolated mode nevertheless survives for any $\Lambda>0$.

## Second half: amplitude, sensitivity and a silicon example

The excess $u=C-C_{\rm eq}$ diffuses with diffusivity $D$ in the zone $0<x<d$, below a reflecting surface. For $x>d$ it is also captured at rate $k=4\pi DrN$ by spheres of radius $r$ and density $N$. With $L=\sqrt{D/k}$ and $\Lambda=d/L$, the slowest mode has $\cos\theta=\theta/\Lambda$ and $0<\theta<\pi/2$. Its rate is $\lambda=D\theta^2/d^2=k\cos^2\theta$. Its shape is $f=\cos qx$ in the zone and $f=\cos\theta\,e^{-\kappa(x-d)}$ beyond it, where $q=\theta/d$ and $\kappa=q\tan\theta$.

### (f) Amplitude after a uniform start

**At $t=0$ the excess is $u_0$ at every depth. Find the surface excess at late times, and say when the slowest mode alone describes it.**

This part has found the rate and shape of the slowest mode, shown that it exists for every $\Lambda>0$, and given its limits for strong and weak sinks. The amplitude asked for in (f), the response to changed conditions, and the example of iron in silicon with the model's limitations remain.
